Why Thin Membranes Can Exceed the Far-Field Blackbody Exchange of Their Edges

**Q.** I have two thin suspended membranes in one plane, edge facing edge across vacuum, many wavelengths apart. The blackbody estimate with view factors is supposed to be a ceiling in the far field. Is it?

**A.** It is a ceiling for bodies to which ray optics applies. Let each membrane have thickness τ, depth w along the line of sight, and edge length L, and let their distance be d. Seen from the other, each presents the area Lτ. For black edges and d much larger than L, the net power is

P_b = ∫ ΔI_ν (Lτ)²/d² dν,

where ΔI_ν = I_ν(T₁) − I_ν(T₂), and I_ν is the blackbody radiance per frequency interval, both polarizations included. The estimate assumes that a body absorbs only the rays that strike its geometric area. When τ is far below the wavelength λ, a wave cannot be divided into rays that hit the edge and rays that miss it. The area must then be replaced by an absorption cross-section σ, the absorbed power divided by the incident intensity. Nothing requires σ ≤ Lτ.

**Q.** Absorption is one thing. Why should the hot membrane emit according to the same cross-section?

**A.** First write the absorption as an integral. Fields vary as e^{−iωt}, the permittivity is ε = ε′ + iε″, and k = 2π/λ. The mean dissipated power density is ½ωε₀ε″|E|², and the incident intensity is ½cε₀|E₀|². Their ratio, with ω/c = k, gives

σ_p = kε″ ∫ |E_p/E₀|² dV,

where E_p is the true field inside the body for incident polarization p.

Now consider emission, assuming local thermal equilibrium. By the fluctuation–dissipation theorem the thermal currents at different points are uncorrelated, and their strength is ε″ times a universal function of frequency and temperature. By reciprocity, the field component p that a current at r′ produces at a distant point r equals the field that a dipole p at r produces at r′. Near the body, the latter is the response to a plane wave arriving from r. Summing the squared contributions gives ∫ε″|E_p/E₀|²dV again. The power emitted per solid angle and polarization is therefore Kσ_p, with K universal.

To find K, place the body in an enclosure at its own temperature. It absorbs (I_ν/2)σ_p from each direction and polarization. Total emission equals total absorption:

K Σ_p ∫σ_p dΩ = (I_ν/2) Σ_p ∫σ_p dΩ, so K = I_ν/2.

**Q.** What does that give for two membranes?

**A.** Body 1 sends (I_ν/2)σ₁/d² per unit area to body 2, which absorbs that flux times σ₂. The common mid-plane is a mirror plane. Incident E along the edge is even under this reflection and incident E normal to the plane is odd, so the two polarizations do not mix. For equal membranes with σ_p = LC_p,

P = ∫ ΔI_ν ½Σ_p (LC_p)²/d² dν.

Here C_p is a width: the cross-section per edge length. Writing it this way requires L ≫ √(λw), so that diffraction at the ends matters little. I also take d ≫ L, w and L²/λ, so that each membrane sees a plane wave and repeated scattering between them is negligible. With Q_p = C_p/τ, dividing by P_b gives

R = P/P_b = ½ Σ_p ∫ΔI_ν Q_p² dν / ∫ΔI_ν dν.

Both terms are non-negative, so keeping one polarization gives a lower bound. I keep E along the edge and drop the index.

This far-field rule can be compared with a two-body calculation in two dimensions. There the fluctuational photon transmission is 4∫∫Im V₁ Im V₂|G|²dA₁dA₂, with V = k²(ε−1) and G the Green function in the presence of both bodies. Far apart, |G|² becomes |E/E₀|² in body 1, times |E/E₀|² in body 2, times the free value 1/(8πkd). Since ∫Im V|E/E₀|²dA = kC,

4(kC₁)(kC₂)/(8πkd) = kC₁C₂/(2πd) = C₁C₂/(λd).

For sheets with ε = 4+8i, kτ = 0.05, kw = 30 and a centre-to-centre separation d of 6000/k, the complete calculation gives 1.0002 times this value.

**Q.** So everything rests on Q. Why would it be large?

**A.** Suppose the wave is hardly disturbed. Its E lies along the edge, hence tangential to every surface, and is continuous into the material. Then E = E₀ inside, and the integral over the cross-section τw gives

C = kε″τw, Q = kwε″.

The absorbing volume grows with w, while the edge area does not. In this regime the absorption width C exceeds the thickness τ once kwε″ > 1, and the exchange factor ½Q² exceeds 1 once kwε″ > √2. Thinness makes the weak disturbance possible, but depth and loss are also needed: a lossless membrane has Q = 0.

**Q.** That cannot continue. A deep membrane must use up the light running along it.

**A.** It depletes the light close to it, and diffraction brings in more from the sides. Let the front edge be at x = 0, the wave travel towards +x, and y be normal to the sheet. For a thin sheet,

∂²E/∂x² + ∂²E/∂y² + k²[1 + (ε−1)τδ(y)]E = 0.

Set E = u e^{ikx}. Then ∂²E/∂x² = (u_xx + 2iku_x − k²u)e^{ikx}. The term −k²u cancels the vacuum term. If u changes slowly over a wavelength, u_xx is negligible beside 2iku_x, and off the sheet

u_x = D u_yy, D = i/(2k).

Integrating across the sheet gives a jump in slope. As u is even in y, the jump is 2u_y(0⁺), so

u_y(0⁺) = h u(0), h = −½k²τ(ε−1).

The approximation has no backward wave, so u = 1 at x = 0. It needs kw ≫ 1 and, for u to change little over a wavelength, (kτ|ε−1|)² ≪ 8.

Take the Laplace transform in x, with variable s: sũ − 1 = Dũ_yy. The solution that stays bounded far from the sheet is

ũ = 1/s + A exp(−y√s/√D), √D = e^{iπ/4}/√(2k).

The slope condition reads −A√s/√D = h(1/s + A). Hence A = −h/[s(h + √s/√D)], and on the sheet

ũ(0) = 1/s + A = (√s/√D)/[s(h + √s/√D)] = 1/[√s(√s + a)], a = h√D.

Expand in powers of a: ũ(0) = Σₙ(−a)ⁿ s^{−1−n/2}. Since s^{−1−n/2} is the transform of x^{n/2}/Γ(1+n/2),

u(x,0) = f(z) = Σₙ (−z)ⁿ/Γ(1+n/2), z = a√x.

Differentiate term by term, using n/Γ(1+n/2) = 2/Γ(n/2). The n = 1 term is −2/√π, and the rest is 2z times the original series. So f′ = 2zf − 2/√π with f(0) = 1. The function exp(z²)erfc(z) obeys the same equation and starting value, and therefore

u(x,0) = exp(z²)erfc(z),
z = −½k²τ(ε−1)e^{iπ/4}√(x/2k),
C = kτε″ ∫₀^w |u(x,0)|² dx.

**Q.** Where does depletion set in, and what follows it?

**A.** The squared modulus defines a depth ℓ:

|z|² = (k⁴τ²|ε−1|²/4)(x/2k) = x/ℓ, ℓ = 8/(k³τ²|ε−1|²).

For w ≪ ℓ the field is near 1 and Q = kwε″ returns. For large |z|, write φ for the phase of ε−1, between 0 and π in a passive medium. The prefactor −e^{iπ/4} gives arg z = φ − 3π/4.

If φ > π/4, then Re z > 0 and f → 1/(√π z). If φ < π/4, then Re z < 0, and erfc(z) = 2 − erfc(−z) adds a term 2exp(z²). This is a wave guided by the sheet. Its squared modulus is 4exp[−2(x/ℓ)sin 2φ], so with loss it eventually dies out. A lossy sheet has such a bound wave for every φ < π/2, but above π/4 it no longer appears as a separate term in this limit. In either case the remaining field obeys

|u|² → 1/(π|z|²) = 8/(πk³τ²|ε−1|²x).

Multiplying by kε″ and integrating over x gives the growth law

dQ/d ln w = 8ε″/(πk²τ²|ε−1|²).

The field near the sheet falls only as x^{−1/2}, because the shadow is continually refilled from the sides. The cross-section keeps growing, but logarithmically. In this deep regime the growth rate of C = τQ varies as 1/τ: a thinner sheet disturbs the field less and gains more per doubling of depth. At fixed w one cannot follow this to τ → 0, because ℓ grows as 1/τ² and the weak regime returns. A very large |ε−1| works against absorption, as the sheet expels the field.

**Q.** You dropped the backward wave and the reflection at the far edge. How good is the formula?

**A.** It can be tested against the two-dimensional wave equation in integral form,

E(r) = E_inc(r) + k²(ε−1)∫G₀(r−r′)E(r′)dA′, G₀ = (i/4)H₀⁽¹⁾(k|r−r′|),

solved on small cells, with backward waves and both edges included. For kτ = 0.02, kw = 400 and |ε−1| = 5, the formula differs from this solution by about 0.01% or less for φ = 90° and by between 0.1% and 0.2% for φ = 30°, where a guided wave exists. For kτ = 10⁻⁴, kw = 30 and ε = 4+8i, the full solution is 0.9989 of the weak limit. For ε = 1+100i and kτ = 0.01, raising kw from 150 to 300 increases C by 0.998 of the logarithmic prediction.

The energy balance in the numerical output closes to rounding error because the discrete equations themselves conserve energy. It guards against coding faults and does not measure resolution.

**Q.** Put in numbers I could recognize.

**A.** Take τ = 100 nm, w = 60 µm, L = 300 µm and d = 50 mm, with temperatures of 400 K and 300 K. The permittivity has one infrared oscillator:

ε(ν) = ε_∞ + Sν₀²/(ν₀² − ν² − iγν),

with ε_∞ = 4, S = 2, ν₀ = 25 THz and γ = 6 THz. At ν₀ the wavelength is 11.99 µm, and the fraction reduces to iSν₀/γ, so

ε = 4 + i(2×25/6) = 4 + 8.33i.

Here kτ = 0.0524. The undisturbed-field estimate is Q = kwε″ = 262, and the full solution gives 131.5. The mean of |u|² along the sheet is thus 131.5/262 = 0.50. This agrees with ℓ = 70.9 µm: the membrane is about as deep as the depletion depth, and the logarithmic regime has not been reached. The absorption width is

C = 131.5 × 0.1 µm = 13.1 µm,

slightly more than a wavelength, for an edge of a tenth of a micrometre.

**Q.** Is Q always below the undisturbed value?

**A.** No. At 20 THz the full solution gives 78.4, against kwε″ = 58.0. The start of the series, u ≈ 1 − 2z/√π, explains the sign. If Re z < 0, which means φ < π/4, the field on the sheet first rises above 1: the sheet begins to guide the wave. At 20 THz, ε−1 = 7.33 + 2.31i, so φ is about 17°. At 25 THz φ is about 70° and the field falls.

**Q.** And the exchanged heat?

**A.** At 25 THz the factor ½Q² is ½(131.5)² ≈ 8600. At 15 THz it is ½(16.4)² ≈ 130. Weighting with ΔI_ν gives

R ≥ 1.8×10³.

The diffraction formula gives 1823 where the full solution gives 1793. The last digit of this and the later values of R depends on the discretization and moves by about one unit, roughly 0.1%. The numerator covers 5 to 90 THz and the denominator the whole spectrum, which keeps the result a lower bound within the model.

The power is small. The geometric factor is

(Lτ)²/d² = (3×10⁻¹¹ m²)²/(0.05 m)² = 3.6×10⁻¹⁹ m².

Multiplied by the frequency-integrated radiance difference, it gives P_b = 1.14×10⁻¹⁶ W. The membranes exchange at least

P = 1793 × 1.137×10⁻¹⁶ W = 2.0×10⁻¹³ W = 0.20 pW.

**Q.** Should I make them thinner, then?

**A.** That depends on whether you want a large ratio or a large power. At w = 60 µm, the bound on R is 2621, 1793 and 933 for thicknesses of 50, 100 and 200 nm. The power varies as τ²R. Relative to 100 nm, the 50 nm pair exchanges 2621/(4×1793) = 0.37 times as much, and the 200 nm pair 4×933/1793 = 2.1 times as much. Within this range, thinning raises the ratio and lowers the power.

Depth helps both. At τ = 100 nm, R is 160, 552 and 1793 for w = 15, 30 and 60 µm. An undisturbed field would give R ∝ w², a factor of 4 per doubling. The factors found are 3.45 and 3.25.

**Q.** How do I know that thinness matters, and not just a strongly absorbing material?

**A.** Keep the material, the frequency of 25 THz and the depth of 30 µm, and change only the thickness. At 100 nm, Q = 80.8 and C = 8.1 µm. At 10 µm, Q is about 1.0 and C about 10 µm. The bar is a hundred times thicker, yet it absorbs only about a quarter more, and it does not exceed its geometric edge appreciably.

**Q.** If each body beats a blackbody, what prevents a violation of the second law?

**A.** The net power at each frequency is a non-negative factor times I_ν(T₁) − I_ν(T₂). It flows from hot to cold and vanishes at equal temperatures. The enhancement compares the membrane with a black body of the same shape in one narrow range of directions.

Tilt a membrane by θ about its edge direction. A black body of that shape then shows the width τ cos θ + w sin θ. The face contributes as much as the edge at θ ≈ τ/w = 1.7 mrad, about 0.1°. At 1° and 25 THz, C divided by this width is 11.5, down from 131 edge-on. The absorption itself has hardly changed, but the black reference now shows its face. The excess ends near 11.4°.

Averaged over directions in the plane normal to the edge, the geometric width is (2/π)(w+τ). The averaged C is 0.39 of it, for this polarization and frequency. The membrane absorbs and emits less than the black body overall in these directions, and more near its own plane.

**Q.** What have you neglected in the number 1793?

**A.** First, the other polarization. Its incident E is normal to the sheet. Continuity of εE gives an inner field E₀/ε, so to leading order in thickness

C_⊥ = kτw ε″/|ε|² = kτw Im(−1/ε).

This estimate adds about 15 to R, or 0.9%. It ignores the stronger inner field near the front and back edges, which makes the true addition somewhat larger, though still about 1%.

Second, the ends of the ribbon. At 25 THz, √(λw) is 27 µm, against L = 300 µm. A scalar diffraction calculation in three dimensions raises C by 1.3%, hence C² by about 2.6%. It leaves out electric charges at the ends, so it is an estimate of size.

Third, the field's variation across the thickness. Using three layers of cells instead of one changes C at 25 THz by 0.02%. The distance condition is also met there, since L²/λ = 7.5 mm is well below 50 mm.

**Q.** Does this describe the silicon nitride membranes in my cryostat?

**A.** The numbers are meant for membranes of that kind, but at 300 and 400 K, not at cryogenic temperatures. Amorphous silicon nitride has a broad, strong infrared absorption band near 11 or 12 µm, and suspended films of 100 nm thickness and tens of micrometres in width are practical. The oscillator parameters are rough round values. Composition changes the real spectrum, and I have used the same permittivity at both temperatures. A cryostat would also shift the thermal spectrum to longer waves, so these results apply to 300 and 400 K.

The distance of 50 mm is far larger than one would choose for a measurement of heat flow. It was taken so that the plane-wave conditions hold. At a gap comparable with L, oblique directions contribute, for which an incident field lying in the plane is no longer purely along the edge. The mechanism can still act there, but I have not calculated R for that case.

Alignment affects what the ratio means. If both membranes are tilted by 1° to the line of sight, the factor per body at 25 THz falls from 131 to 11.5 when compared with equally tilted black bodies. The pair factor falls by (11.5/131)², to less than 1% of its aligned value. Relative to the bare edge areas it barely changes, so a quoted enhancement must say which reference it uses.

Finally, the faces also radiate to the surroundings, and the supports conduct. R describes the exchange between the two membranes, not the total heat loss of either. The remaining values are in the numerical output.

Numbers as computed

```
TESTS (ratios should be 1, errors 0)
energy balance, relative error: 1.9e-16
full wave / weak limit k w eps'': 0.9989
diffraction formula error, pure loss: +0.0000
diffraction formula error, guided wave: +0.0015
growth on doubling depth / log law: 0.9984
two-body exchange / C1 C2/(lambda d): 1.0002
3D dyadic exchange / far-field form: 1.000004
EXAMPLE INPUTS
thickness 100 nm, depth 60 um, edge 300 um
distance 50 mm, T 400 K and 300 K
eps_inf 4.0, oscillator strength 2.0
oscillator 25 THz, damping 6 THz
SPECTRUM: nu(THz) lambda(um) eps' eps'' Q_full Q_formula k*w*eps''
 10  29.98   6.35  0.269    3.88    3.89    3.38
 15  19.99   6.97  0.669   16.36   16.50   12.62
 20  14.99   8.33  2.307   78.39   79.69   58.02
 25  11.99   4.00  8.333  131.49  131.99  261.98
 30   9.99   0.82  2.083   57.18   57.26   78.58
 40   7.49   2.79  0.298   20.40   20.56   14.97
 60   5.00   3.59  0.050    9.94   10.25    3.78
EXCHANGE
ratio to blackbody edges, lower bound: 1793.0
same from diffraction formula: 1822.8
net power, blackbody edges: 1.137e-16 W
net power, membranes (lower bound): 2.039e-13 W
ratio at thickness 50 nm, depth 60 um: 2620.5
ratio at thickness 200 nm, depth 60 um: 933.1
ratio at depth 15 um, thickness 100 nm: 159.8
ratio at depth 30 um, thickness 100 nm: 551.5
AT 25 THz
k*tau: 0.0524; cross-section width C: 13.149 um
depletion depth 8/(k^3 tau^2 |eps-1|^2): 70.9 um
Q at depth 30 um, thickness 100 nm: 80.75
Q at depth 30 um, thickness 10 um: 1.002
C / projected width at 1 degree tilt: 11.45
tilt where C equals projected width: 11.50 degrees
angle-averaged C / mean projected width: 0.388
NEGLECTED EFFECTS AND CHECKS OF SIZE
other polarization adds to ratio: 15.43
field variation across thickness, change of C: +0.0002
halved cells, change of C: -0.0000
halved frequency resolution, change of ratio: -0.0000
ribbon ends, scalar estimate, change of C: +0.0129
sqrt(lambda w): 26.8 um; edge^2/lambda: 7.51 mm
```
